Termination of the transcorrelated commutator series for a Jastrow exponent

Two electrons repel each other with an energy that diverges as 1/r₁₂ when they meet. Where an exact wavefunction is nonzero at contact, as for a pair of opposite spins in general, it answers this divergence with a kink: it contains a term linear in r₁₂, so its slope along a line through the contact point jumps there, and the kinetic energy cancels the repulsion. For equal spins the wavefunction vanishes at contact, and the non-smooth term appears one order higher (section 6). Determinants built from smooth orbitals have no such kink, and a long expansion is needed to imitate it. One can instead write the wavefunction as a simple function Φ times a factor e^τ that depends on the distances between electrons, and move this factor into the Hamiltonian. The question is what operator results, and whether it can be written down without truncating a series.

1. Setting and conventions

Hartree atomic units are used. Electron i has position r_i, and

H = −½ Σ_i ∇_i² + V,

where V is a real function of all positions. It contains the external potential and the electron repulsion, and acts by multiplication. The Jastrow exponent τ is also a real function of the positions. It is symmetric under exchange of electrons, so e^τ Φ is antisymmetric whenever Φ is. It is continuous, and smooth except where particles meet; there it may have a kink linear in the distance, with a bounded gradient.

Parentheses limit the reach of a derivative: (∇_i²τ) is a function, whereas ∇_i²τ f means that the Laplacian acts on the product τf.

Insert Ψ = e^τ Φ into HΨ = EΨ and multiply from the left by e^(−τ):

H̄ Φ = E Φ,  H̄ = e^(−τ) H e^τ.

The eigenvalue is unchanged. The functions Φ must be such that e^τ Φ lies in the domain of H and is normalizable. A bounded τ preserves normalizability, and it is safe for the domain at large distance if its first and second derivatives are also bounded away from the contact points; a growing τ requires Φ to decay fast enough.

The result to be derived is

H̄ = H − Σ_i [ ½(∇_i²τ) + (∇_iτ)·∇_i + ½(∇_iτ)² ].  (1)

2. Why a commutator series appears

Introduce a strength λ and define

F(λ) = e^(−λτ) H e^(λτ),

so that F(0) = H and F(1) = H̄. Differentiate with respect to λ, keeping the order of the factors:

F′(λ) = −e^(−λτ) τ H e^(λτ) + e^(−λτ) H τ e^(λτ)
      = e^(−λτ) [H,τ] e^(λτ).

Here τ was moved past its own exponential, which is allowed because both are multiplicative. F′ has the same form as F with H replaced by [H,τ], so a second differentiation gives

F″(λ) = e^(−λτ) [[H,τ],τ] e^(λτ).

Continuing in this way produces the Taylor series

H̄ = H + [H,τ] + ½[[H,τ],τ] + (1/6)[[[H,τ],τ],τ] + …

For a general operator in the exponent the series is infinite. The two commutators must now be evaluated.

3. The first commutator

The potential drops out, because Vτf − τVf = 0 for any function f. For the kinetic energy apply the product rule twice:

∇_i(τf) = (∇_iτ) f + τ ∇_i f,

∇_i²(τf) = (∇_i²τ) f + 2(∇_iτ)·∇_i f + τ ∇_i² f.

The factor 2 arises because each of the two derivatives can act on τ while the other acts on f. Subtracting τ∇_i² f removes the last term. Multiplication by −½ and summation over electrons give

[H,τ] = −Σ_i [ ½(∇_i²τ) + (∇_iτ)·∇_i ].  (2)

The commutator has lowered the order of differentiation from two to one.

4. The second commutator and the end of the series

In (2) the term ½(∇_i²τ) is a function and commutes with τ. The gradient term does not:

(∇_iτ)·∇_i(τf) − τ(∇_iτ)·∇_i f = (∇_iτ)·(∇_iτ) f.

With the minus sign of (2),

[[H,τ],τ] = −Σ_i (∇_iτ)².  (3)

No derivative is left to act on f. The right side is a function of the positions, so it commutes with τ, and the third commutator and all later ones vanish.

The same fact removes any question of convergence. Since (3) commutes with e^(λτ), the exponentials in F″(λ) cancel, and F″ does not depend on λ. Hence F is a quadratic polynomial:

F(λ) = H + λ[H,τ] + ½λ²[[H,τ],τ].

Setting λ = 1 and inserting (2) and (3) gives (1). The ½ in front of (∇_iτ)² is the Taylor factor 1/2!, while the ½ in front of (∇_i²τ) comes from the kinetic energy.

The opposite order, e^τ H e^(−τ), corresponds to λ = −1. It reverses the signs of the Laplacian and gradient terms and leaves the squared term negative. An implementation must therefore match its sign convention to the ansatz Ψ = e^τ Φ.

The result can also be reached without commutators. Differentiating the product directly,

∇_i(e^τ f) = e^τ [ (∇_iτ) f + ∇_i f ],

∇_i²(e^τ f) = e^τ [ (∇_iτ)² f + (∇_i²τ) f + 2(∇_iτ)·∇_i f + ∇_i² f ].

Multiplication by −½e^(−τ), summation over i and addition of Vf reproduce (1). In this form the squared term arises when both derivatives act on the exponential.

5. Pair functions: the operators to be coded

Let τ be a sum over pairs,

τ = Σ_(i<j) u(r_ij),  r_ij = |r_i − r_j|.

Write n_ij = (r_i − r_j)/r_ij for the unit vector pointing from j to i, and u′_ij for u′(r_ij). Then

∇_iτ = Σ_(j≠i) u′_ij n_ij.

The divergence of the unit vector n_ij in three dimensions is 2/r_ij, so

∇_i²τ = Σ_(j≠i) [ u″_ij + 2u′_ij/r_ij ].

When this is summed over i, each pair occurs twice, which cancels the factor ½:

½ Σ_i (∇_i²τ) = Σ_(i<j) [ u″_ij + 2u′_ij/r_ij ].

In the gradient term each pair also occurs twice, with n_ji = −n_ij:

Σ_i (∇_iτ)·∇_i = Σ_(i<j) u′_ij n_ij·(∇_i − ∇_j).

The square of ∇_iτ is a double sum over partners j and k. Terms with j = k involve two electrons; terms with j ≠ k involve three:

½ Σ_i (∇_iτ)² = Σ_(i<j) (u′_ij)²
        + Σ_i Σ_(j<k; j,k≠i) u′_ij u′_ik n_ij·n_ik.

In the last sum, restriction to j < k supplies a factor 2 that cancels the ½. All these expressions enter H̄ with a minus sign. With a pair exponent, then, the transformation adds two-electron and three-electron operators and nothing of higher rank. This limit on the rank follows from termination together with the pair form of τ; a τ that itself contains three-electron functions gives higher ranks through its square.

6. The kink at electron contact

A function linear in r = r₁₂ has a Laplacian that diverges as 1/r. One must ask whether a delta function at r = 0 is hidden there as well, since integrals of (1) would then lack a contribution. Take a smooth function f and integrate over the relative coordinate outside a small sphere of radius ε. Integration by parts gives

∫_(r>ε) (∇²u) f d³r = −∫_(r>ε) (∇u)·(∇f) d³r − ∮_(r=ε) u′ f dS.

The surface term has a minus sign because the outward normal of the region points towards the origin. Its size is about 4πε² u′(0) f(0), which vanishes as ε → 0 if u′ is bounded. The pointwise Laplacian is therefore complete. For u = 1/r, by contrast, u′ = −1/r², the surface term tends to 4πf(0), and a delta function does appear. Such an exponent is excluded by the bounded gradient assumed in section 1.

The divergence of the Laplacian is useful. Near contact the singular multiplicative part of H̄ is

1/r − 2u′(0)/r.

It cancels if u′(0) = ½. If u″ stays bounded as r → 0 and Φ is smooth and nonzero at contact, as for a pair of opposite spins in general, the remaining terms of H̄Φ/Φ are bounded there.

For two electrons of equal spin, Φ vanishes at contact. Let its leading part be a·r, with r = r₁ − r₂ as a vector and a fixed vector a. Then (∇₁ − ∇₂)(a·r) = 2a, and the gradient term contributes

−u′ n₁₂·2a = −(2u′/r)(a·r).

Divided by Φ, this is a further −2u′/r. The singular part of H̄Φ/Φ is now 1/r − 4u′(0)/r, which cancels if u′(0) = ¼. If ½ is used for all pairs, the ratio H̄Φ/Φ keeps a divergence −1/r at equal-spin contact, although H̄Φ itself stays bounded because Φ vanishes linearly. A single function u for all pairs, as in sections 1 and 5, cannot have both slopes. Using ½ for opposite spins and ¼ for equal spins makes τ depend on which electrons carry which spin. Equation (1) still holds for a fixed assignment of spins, but τ is then symmetric only under exchange of equal-spin electrons, and e^τ Φ is in general no longer an eigenfunction of the total spin squared even when Φ is.

7. Loss of Hermiticity

Since H and τ are Hermitian,

[H,τ]† = (Hτ − τH)† = τH − Hτ = −[H,τ].

The first commutator is anti-Hermitian, and the second, a real function, is Hermitian. Hence H̄ is not Hermitian unless [H,τ] vanishes, which by (3) requires a constant τ. Three consequences matter in practice.

First, the matrix of H̄ in a real basis is in general not symmetric, since the matrix of [H,τ] is antisymmetric. A solver that reads one triangle of the matrix solves a different problem.

Second, left and right eigenfunctions differ. The adjoint is H̄† = e^τ H e^(−τ), and its eigenfunction for the same E is e^τ Ψ = e^(2τ) Φ, provided that this is normalizable.

Third, the mean value of H̄ is not an upper bound to the energy. For a real, normalized Φ,

⟨Φ|[H,τ]Φ⟩ = ⟨HΦ|τΦ⟩ − ⟨τΦ|HΦ⟩ = 0,

because the two real integrals are equal. What remains is

⟨Φ|H̄Φ⟩ = ⟨Φ|HΦ⟩ − ½ Σ_i ⟨Φ|(∇_iτ)²Φ⟩.  (4)

Replacing τ by λτ multiplies the last term by λ², so for a fixed Φ the mean can be made as low as one likes. Minimizing (4) over the parameters of τ is therefore not a valid way to choose them.

8. Example: two electrons in a harmonic trap

Consider a spin singlet of two electrons in a trap of frequency ω:

V = ½ω²(r₁² + r₂²) + 1/r,  r = r₁₂.

For Φ take the ground state without repulsion, and for τ a function with slope ½ at contact:

Φ = exp[−½ω(r₁² + r₂²)],  τ = ln(1 + r/2).

The derivatives of τ with respect to r are

τ′ = 1/(2 + r),  τ″ = −1/(2 + r)².

Each term of H̄ is now applied to Φ and divided by Φ. From ∇_iΦ = −ωr_iΦ, with r_i here the position vector, follows ∇_i²Φ = (ω²r_i² − 3ω)Φ. The kinetic energy thus gives 3ω − ½ω²(r₁² + r₂²), whose second part cancels the trap potential:

bare H:  3ω + 1/r.

The pair formulas of section 5 give

Laplacian:  −τ″ − 2τ′/r = 1/(2 + r)² − 2/[r(2 + r)],

gradient:  −τ′ n₁₂·(−ωr₁ + ωr₂) = ωr/(2 + r),

squared:  −(τ′)² = −1/(2 + r)².

In the gradient line r₁ and r₂ are vectors, and n₁₂·(r₁ − r₂) = r. In the sum, the squared term cancels the first part of the Laplacian term. Moreover,

1/r − 2/[r(2 + r)] = (2 + r − 2)/[r(2 + r)] = 1/(2 + r),

so the total is

H̄Φ/Φ = 3ω + (1 + ωr)/(2 + r).

The singularity has gone for every ω. For ω = ½ the fraction equals ½ at every r, and the total is 3/2 + 1/2 = 2 hartree. At this frequency Φ is an exact right eigenfunction of H̄, and Ψ = (1 + r/2)Φ is an exact eigenfunction of H. It is the ground state: for a local potential the lowest spatial function can be chosen non-negative, and it cannot be orthogonal to the positive function Ψ.

At r = 2 bohr, for instance, the bare term is 1.5 + 0.5 = 2.0 hartree, the Laplacian term 0.0625 − 0.25 = −0.1875, the gradient term 0.5 × 2/4 = 0.25 and the squared term −0.0625. Their sum is 2. Other separations give, with r in bohr and energies in hartree:

r     bare     Laplacian  gradient  squared
0.01  101.500  −99.255    0.002     −0.248
0.50    3.500   −1.440    0.100     −0.160
1.00    2.500   −0.556    0.167     −0.111
6.00    1.667   −0.026    0.375     −0.016

Every row adds up to 2 hartree within rounding. Near contact the balance is between the repulsion and the Laplacian term; at large r the gradient term tends to ω and makes up the difference between 3ω and the energy.

If the series is cut after the first commutator, the local value becomes 2 + 1/(2 + r)². It is 2.248 hartree at r = 0.01 bohr and 2.016 hartree at 6 bohr. The singularity is still removed, but Φ is no longer an eigenfunction. The squared term is finite here, yet it cannot be dropped.

Mean values show its role more sharply. With R = (r₁ + r₂)/2 as a vector, r₁² + r₂² = 2R² + r²/2, so for ω = ½ the density |Φ|² depends on r through exp(−r²/4). Therefore

⟨1/r⟩ = ∫₀^∞ r exp(−r²/4) dr / ∫₀^∞ r² exp(−r²/4) dr
      = 2/(2√π) = 0.5642 hartree,

and ⟨H⟩ = 1.5 + 0.5642 = 2.0642 hartree. The first commutator averages to zero, as shown in section 7. Numerical quadrature of −1/(2 + r)² with the same weight gives −0.0642 hartree, or −1.747 eV. The sum is 2.0000 hartree, in agreement with (4).

Thus the whole shift of the mean from ⟨H⟩ to the exact energy comes from the second-order term, although the first-order terms are what cancel the singularity point by point. The shift is measured from the mean energy of the non-interacting ground state. It is not the correlation energy relative to Hartree–Fock, whose orbitals would be relaxed.

9. Where termination fails

The argument used two properties of H: its derivatives are of second order at most, and the rest is multiplicative. Changing either one can change the result.

Higher derivatives. In one dimension let D = d/dx. The product rule gives

[Dⁿ,τ] = n τ′ Dⁿ⁻¹ + terms with fewer derivatives.

Each commutator lowers the order by one. Starting from D⁴, the fourth commutator is the function 4·3·2·1 (τ′)⁴ = 24(τ′)⁴, and the fifth vanishes. The series still ends, but at fourth order.

Nonlocal potentials. Let an operator K act as

(Kf)(x) = ∫ K(x,y) f(y) dy.

Then Kτ − τK has the kernel K(x,y)[τ(y) − τ(x)], and the n-fold commutator has the kernel

K(x,y) [τ(y) − τ(x)]ⁿ.

This does not vanish at any order n if K connects points with different τ. A nonlocal pseudopotential is of this type. Its transformed kernel is known in closed form,

e^(−τ(x)) K(x,y) e^(τ(y)),

and for one particle it can be used without expansion. With many electrons and a pair exponent, moving electron i from x to y gives the factor Π_(j≠i) exp[u(|y − r_j|) − u(|x − r_j|)]. It can be evaluated at a given configuration, but it couples all electrons at once: the n-fold commutator involves up to n + 1 electrons, and the limit to three-electron operators found in section 5 is lost. As a measure of the error made by truncation, take the projector on the normalized Gaussian π^(−1/4) exp(−x²/2), with τ = ½exp(−x²), represented on a 40-point Gauss–Hermite grid. Cutting the series after second order leaves an error of 0.0041 in the Frobenius norm, in which the projector itself has norm 1. After fourth order the error is 3.5 × 10⁻⁵. The size depends on how much τ varies over the range of the kernel.

Finite matrices. Termination is a property of the operators and need not survive if H and τ are first replaced by their matrices in a finite basis. Let P project on the basis and Q = 1 − P on the rest. Then

P[H,τ]P − [PHP,PτP] = PHQτP − PτQHP.

Each term on the right passes through functions outside the basis. It vanishes if either H or τ maps the basis into itself, and in general it is not zero when both lead out of it. Even if H maps the basis into itself, only the first commutator is reproduced: the second misses P[H,τ]QτP − PτQ[H,τ]P, and the third commutator of the finite matrices need not vanish. Commutators of the finite matrices therefore cannot replace the operator commutators; one works out the operators first, as in (2) and (3), and computes their matrix elements afterwards.

A finite-difference grid raises a related point. There τ is diagonal, but the discrete Laplacian connects neighbouring points and so behaves like a nonlocal kernel. Its commutator series does not end at second order for a varying τ. One may either discretize (1), or multiply each off-diagonal element of the discrete H by e^(τ(y)−τ(x)). The second choice keeps the eigenvalues of the discrete H, because it is a similarity transformation of that matrix. The first choice agrees with it only in the limit of small spacing.
